# Wrinkle growth of a compressed elastic film on a viscous liquid

## 1. What dimensions already fix

An elastic film lies flat on a deep, very viscous liquid and is compressed along \(x\). Three quantities control the start of wrinkling: the compressive force per unit width \(F\) (N/m, positive in compression), the bending stiffness \(D\) (N m), and the liquid viscosity \(\mu\) (Pa s). The ratio \(F/D\) has the unit m\(^{-2}\). In newtons, metres and seconds, only the viscosity contains the second. It therefore cannot enter a wavenumber, and a growth rate must be proportional to \(1/\mu\). The fastest-growing wavenumber and its growth rate must therefore be

\[
k_m=c_1\sqrt{\frac{F}{D}},\qquad s_m=c_2\,\frac{F^{3/2}}{\mu D^{1/2}},
\]

with pure numbers \(c_1\) and \(c_2\). Viscosity sets the pace but not the wavelength. The two formulas, with constant \(c_1\) and \(c_2\), hold only while no other quantity matters: no gravity, no inertia, no finite liquid depth. The first two numbers to find are \(c_1\) and \(c_2\); gravity and depth come afterwards.

## 2. Simplest case: one ripple and the film's force

Let \(z\) point upward, with the liquid in \(z<0\), and let the film height be

\[
w(x,t)=A(t)\cos kx,\qquad kA\ll1.
\]

Nothing varies along \(y\). The film is thin compared with the wavelength, \(kh\ll1\) for thickness \(h\), and its ends are held. Its plane-strain modulus is \(E'\) and its initial compressive strain is \(e\). If surface tensions act on its faces, \(F\) means the compression left after they are subtracted; here they are neglected, so \(F=E'he\). This assumes strain along \(x\) only. An equal strain \(e\) along both \(x\) and \(y\), as in a mismatch-strained film, gives \(F=(1+\nu)E'he\), with \(\nu\) the Poisson ratio, and no ripple direction is then preferred.

A ripple makes the film's path longer. Per unit length, the gain is

\[
\Delta=\left\langle\sqrt{1+w'^2}-1\right\rangle
\simeq\tfrac12\langle w'^2\rangle=\tfrac14k^2A^2,
\]

because \(\langle\sin^2kx\rangle=\tfrac12\). The mean compressive strain falls from \(e\) to \(e-\Delta\), and the stretching energy per unit area changes by

\[
\tfrac12E'h\left[(e-\Delta)^2-e^2\right]=-F\Delta+\tfrac12E'h\Delta^2 .
\]

The last term is of order \(A^4\) and is dropped. Any unevenness of the strain along the film is of order \(A^2\), so its energy is also of order \(A^4\). Bending costs

\[
\tfrac12D\langle w''^2\rangle=\tfrac14Dk^4A^2 .
\]

The energy change per unit area is therefore

\[
U=\tfrac14\left(Dk^4-Fk^2\right)A^2 .
\]

Let the film push on the liquid with an upward force per unit area \(q=Q\cos kx\). When \(A\) changes by \(\delta A\), the work done on the liquid is \(\langle q\,\delta w\rangle=\tfrac12Q\,\delta A\). It equals the energy lost by the film, \(-\delta U=\tfrac12(Fk^2-Dk^4)A\,\delta A\). Hence

\[
Q=\left(Fk^2-Dk^4\right)A,\qquad\text{or}\qquad q=-Dw''''-Fw'' .
\]

**Limits.** With \(F=0\), a crest pushes the liquid down, as a bent plate trying to flatten should. With \(D\to0\), a crest pushes up: compression amplifies the ripple. The two effects balance at \(k=\sqrt{F/D}\).

The constant \(c_1\) is now within reach. In a deep liquid without inertia the only length is \(1/k\), so the stress needed per unit surface velocity must be \(C\mu k\), with \(C\) a number. The growth rate is then proportional to \((Fk^2-Dk^4)/k\), and the wavenumber of its maximum does not depend on \(C\). The flow calculation gives \(C\) and shows whether slip between film and liquid affects it.

## 3. The liquid's resistance

For slow flow, inertia is neglected and the Stokes equations apply:

\[
\nabla p=\mu\nabla^2\mathbf v,\qquad \nabla\cdot\mathbf v=0 .
\]

Write \(v_z=f(z)\cos kx\). Incompressibility then requires \(v_x=-(f'/k)\sin kx\). With \(p=P(z)\cos kx\), the \(x\) equation reads

\[
-kP=-\frac{\mu}{k}\left(f'''-k^2f'\right)
\quad\Rightarrow\quad
P=\frac{\mu}{k^2}\left(f'''-k^2f'\right),
\]

and the \(z\) equation reads \(P'=\mu(f''-k^2f)\). Eliminating \(P\) gives

\[
f''''-2k^2f''+k^4f=0 .
\]

The solutions that vanish at great depth are

\[
f=(a+bkz)e^{kz}.
\]

Its derivatives at \(z=0\) are \(f'=k(a+b)\), \(f''=k^2(a+2b)\) and \(f'''=k^3(a+3b)\). The pressure amplitude there is \(P=2\mu kb\). To first order in the ripple height, the surface stresses may be evaluated at \(z=0\):

\[
\sigma_{zz}=(-P+2\mu f')\cos kx
=\left[-2\mu kb+2\mu k(a+b)\right]\cos kx=2\mu ka\cos kx,
\]

\[
\sigma_{xz}=-\mu\left(\frac{f''}{k}+kf\right)\sin kx
=-2\mu k(a+b)\sin kx .
\]

The surface velocities are \(v_z=a\cos kx\) and \(v_x=-(a+b)\sin kx\). Each stress is thus \(2\mu k\) times the velocity in its own direction. The constant \(b\) has dropped out of the normal stress, so vertical and tangential motions are independent and \(C=2\).

A film that sticks to the liquid and has no tangential motion requires \(a+b=0\). A perfectly slippery contact, with no shear stress, requires the same. Slip therefore does not alter the result in a deep liquid. The film's small thickness does bring in a correction: as the film tilts, its lower face moves sideways at about \(kh/2\) times the vertical speed. The resulting shear acts with a lever arm \(h/2\), so its effect on the vertical balance is of relative order \((kh)^2\).

**Energy check.** With \(b=-a\), \(f=a(1-kz)e^{kz}\), and the strain rates are

\[
e_{zz}=-e_{xx}=-ak^2z\,e^{kz}\cos kx,\qquad
e_{xz}=ak^2z\,e^{kz}\sin kx .
\]

The dissipation per unit volume is

\[
2\mu\left(e_{xx}^2+e_{zz}^2+2e_{xz}^2\right)=4\mu a^2k^4z^2e^{2kz}.
\]

Since \(\int_{-\infty}^0z^2e^{2kz}dz=1/(4k^3)\), the total per unit surface area is \(\mu ka^2\). The power supplied at the surface is \(\langle2\mu ka^2\cos^2kx\rangle=\mu ka^2\), the same value.

## 4. Growth rate and fastest wavenumber

The film moves with the liquid surface, so \(a=dA/dt\). The outward normal of the liquid points up, so \(\sigma_{zz}\) is the upward force per area exerted by the film on the liquid. Film inertia is neglected, and \(\sigma_{zz}=q\) becomes

\[
2\mu k\frac{dA}{dt}=\left(Fk^2-Dk^4\right)A .
\]

The solution is \(A=A_0e^{st}\), with

\[
\boxed{s(k)=\frac{Fk-Dk^3}{2\mu}}
\]

Ripples grow for \(0<k<\sqrt{F/D}\) and decay for larger \(k\). Setting the derivative to zero,

\[
\frac{ds}{dk}=\frac{F-3Dk^2}{2\mu}=0
\quad\Rightarrow\quad
\boxed{k_m=\sqrt{\frac{F}{3D}}}
\]

The second derivative, \(-3Dk/\mu\), is negative, so this is a maximum. Using \(Dk_m^2=F/3\),

\[
s_m=\frac{k_m}{2\mu}\left(F-\frac F3\right)=\frac{Fk_m}{3\mu}
=\frac{F^{3/2}}{3\sqrt3\,\mu D^{1/2}} .
\]

The constants of Section 1 are \(c_1=1/\sqrt3\) and \(c_2=1/(3\sqrt3)\).

**Limits.** For long waves \(s\to Fk/(2\mu)\): the drive \(Fk^2\) weakens faster than the resistance \(2\mu k\), so growth becomes slow. For \(F=0\), every ripple decays at the rate \(Dk^3/(2\mu)\).

The fastest ripple is not the one that releases most energy at a given amplitude. That one maximizes \(Fk^2-Dk^4\), which gives \(k=\sqrt{F/(2D)}\), larger than \(k_m\) by the factor \(\sqrt{3/2}\simeq1.225\). The resistance grows with \(k\) and shifts the choice toward longer waves.

## 5. From one ripple to a rough film

The equations are linear, so each Fourier component of a small initial roughness grows independently at its own rate. With \(r=k/k_m\),

\[
\frac{s}{s_m}=\frac{3r-r^3}{2}.
\]

Near \(r=1\) this is \(1-\tfrac32(r-1)^2\), up to cubic terms. The maximum is smooth, so neighbouring wavelengths grow almost as fast. A distinct wavelength emerges only after enough growth, or if the initial roughness already favours it.

For a uniform film, \(F=E'he\) and \(D=E'h^3/12\), so

\[
k_m^2=\frac{12E'he}{3E'h^3}=\frac{4e}{h^2},\qquad
k_m=\frac{2\sqrt e}{h},\qquad
\lambda_m=\frac{2\pi}{k_m}=\frac{\pi h}{\sqrt e},
\]

\[
s_m=\frac{E'he}{3\mu}\,\frac{2\sqrt e}{h}=\frac{2E'e^{3/2}}{3\mu}.
\]

At fixed strain, a thicker film has longer wrinkles but the same growth rate. Since \(k_mh=2\sqrt e\), the thin-film condition also requires a small strain.

## 6. Worked numbers

Take round model parameters: \(E'=1.0\times10^{11}\) Pa, \(h=2.0\times10^{-7}\) m, \(e=0.0025\), and \(\mu=1.0\times10^9\) Pa s. The liquid has density \(\rho=2500\) kg/m\(^3\) and depth \(H=1.0\times10^{-4}\) m. Then

\[
F=(1.0\times10^{11})(2.0\times10^{-7})(0.0025)=50\ \text{N/m},
\]

\[
D=\frac{(1.0\times10^{11})(2.0\times10^{-7})^3}{12}=6.67\times10^{-11}\ \text{N m},
\]

\[
k_m=\sqrt{\frac{50}{3(6.67\times10^{-11})}}=5.0\times10^5\ \text{m}^{-1},
\]

\[
s_m=\frac{50\,(5.0\times10^5)}{3(1.0\times10^9)}=8.33\times10^{-3}\ \text{s}^{-1}.
\]

The wavelength is \(1.257\times10^{-5}\) m (12.57 µm), and the amplitude grows by a factor \(\exp(1)\simeq2.72\) every 120 s. Growth stops at \(k=8.66\times10^5\) m\(^{-1}\). At \(2k_m\) the rate is \(-8.33\times10^{-3}\) s\(^{-1}\), so that ripple decays as fast as the favoured one grows.

A ripple at \(k_m\) grows from \(1.0\times10^{-9}\) m to \(2.0\times10^{-8}\) m in \(120\ln20\simeq360\) s. The fraction of the compression then released is

\[
\frac{\Delta}{e}=\frac{k_m^2A^2}{4e}
=\frac{(5.0\times10^5)^2(2.0\times10^{-8})^2}{4(0.0025)}=0.010,
\]

so treating \(F\) as constant is still reasonable. Over the same time, the ripple at \(k_m/2\), whose rate is \(5.73\times10^{-3}\) s\(^{-1}\), grows by \(\exp(2.06)\simeq7.8\). The one at \(1.5k_m\), with rate \(4.69\times10^{-3}\) s\(^{-1}\), grows by \(\exp(1.69)\simeq5.4\). Compared with the factor 20 at \(k_m\), this is a preference and not yet a single pure wavelength.

The neglected effects are small here. The thickness correction of Section 3 is about \((k_mh/2)^2=0.0025\). Liquid inertia relative to viscous stress is measured by \(\rho s_m/(\mu k_m^2)\simeq8\times10^{-20}\). For a film of similar density, film inertia relative to viscous stress is \(\rho hs_m/(2\mu k_m)\), which is this number times \(k_mh/2\) and so smaller still.

## 7. Adding gravity

Raising the surface by \(w\) lifts liquid of weight \(\rho gw\) per unit area. This weight opposes the film's push, so

\[
2\mu k\frac{dA}{dt}=\left(Fk^2-Dk^4-\rho g\right)A,
\qquad
s=\frac{1}{2\mu}\left(Fk-Dk^3-\frac{\rho g}{k}\right).
\]

The maximum satisfies \(F-3Dk^2+\rho g/k^2=0\). Multiplying by \(-k^2\) gives \(3Dk^4-Fk^2-\rho g=0\), whose positive root is

\[
k^2=\frac{F+\sqrt{F^2+12D\rho g}}{6D}
=k_m^2\,\frac{1+\sqrt{1+12G}}{2},\qquad G=\frac{D\rho g}{F^2}.
\]

Gravity shifts the choice toward shorter waves, because its term \(\rho g/k\) slows long waves most.

**Limits.** For \(G\ll1\), \(\sqrt{1+12G}\simeq1+6G\), so \(k\simeq k_m(1+\tfrac32G)\), and the earlier result returns. In the example \(G\simeq6.5\times10^{-10}\). At \(G=0.1\) the fastest wavenumber is already \(1.114k_m\).

Growth needs \(Fk^2-Dk^4>\rho g\) at some \(k\). The left side is largest at \(k^2=F/(2D)\), where it equals \(F^2/(4D)\). The condition is therefore \(F>2\sqrt{D\rho g}\), or \(G<\tfrac14\). At the threshold, the formula for the fastest wavenumber gives \(k^2=\tfrac32k_m^2=F/(2D)\), the same wavenumber.

## 8. How deep is deep?

Put a rigid floor at \(z=-H\), and assume that the film has no tangential motion. Gravity is again left out. Let \(\zeta=kz\) and \(\eta=kH\), and scale the surface velocity to one. The solution with \(f=1\) and \(f'=0\) at the film is

\[
f=\cosh\zeta+R(\sinh\zeta-\zeta\cosh\zeta)+B\zeta\sinh\zeta .
\]

Near \(\zeta=0\) the bracket multiplying \(R\) is \(-\zeta^3/3\), so \(d^3f/d\zeta^3=-2R\) there. The pressure amplitude is \(-2\mu kR\), and the normal stress per unit velocity is \(2\mu kR\). Thus \(R\) is the resistance relative to a deep liquid.

With \(S=\sinh\eta\) and \(K=\cosh\eta\), zero velocity at the floor requires

\[
K+R(\eta K-S)+B\eta S=0,\qquad
S+R\eta S+B(S+\eta K)=0 .
\]

The second equation gives \(B=-S(1+R\eta)/(S+\eta K)\). Inserting this in the first and multiplying by \(S+\eta K\),

\[
SK+\eta(K^2-S^2)+R\left[\eta^2K^2-S^2-\eta^2S^2\right]=0 .
\]

Since \(K^2-S^2=1\),

\[
R(\eta)=\frac{\sinh\eta\cosh\eta+\eta}{\sinh^2\eta-\eta^2},
\qquad s=\frac{Fk-Dk^3}{2\mu R(kH)} .
\]

**Deep limit.** \(R\to1\) as \(\eta\to\infty\). It is 1.137 at \(\eta=3\) and 1.006 at \(\eta=5\).

**Shallow limit.** The numerator tends to \(2\eta\) and the denominator to \(\eta^4/3\), so \(R\to6/\eta^3\). The resistance becomes \(12\mu/(k^2H^3)\), and

\[
s\simeq\frac{H^3}{12\mu}\left(Fk^4-Dk^6\right).
\]

Its maximum satisfies \(4Fk^3-6Dk^5=0\), so \(k=\sqrt{2F/(3D)}=\sqrt2\,k_m\). A thin layer resists long waves strongly, because liquid must be squeezed sideways over a greater distance.

Between these limits, numerical maximization of \(s\) gives a fastest wavenumber of \(1.360k_m\) at \(k_mH=1\), \(1.110k_m\) at \(k_mH=3\), and \(1.014k_m\) at \(k_mH=5\). The example has \(k_mH=50\), well inside the deep regime.

## 9. The ends of the film

Uniform \(F\) is also an assumption. If an edge is free, compression can escape by sliding. For an in-plane displacement \(u=u_0\sin kx\), the film's elastic force \(E'hu''\) balances the shear resistance found in Section 3:

\[
2\mu k\frac{du_0}{dt}=-E'hk^2u_0 .
\]

The displacement relaxes at the rate \(E'hk/(2\mu)\). Setting this rate times \(t\) to one, with \(1/k\) as the length, gives an affected distance of order

\[
\ell\sim\frac{E'ht}{2\mu}.
\]

This holds only while \(\ell\) is smaller than the liquid depth \(H\). In the example \(\ell\) reaches \(H\) after about \(2\mu H/(E'h)=10\) s. Later the liquid under the sliding part is sheared across its whole depth. The film can rise or sink as liquid is carried along, by up to about \(He/2\) (125 nm here, small compared with \(H\) and \(\ell\)). The resistance per unit velocity is then about \(\mu/H\); a film held vertically would meet \(4\mu/H\). The balance \((\mu/H)\,\partial u/\partial t=E'hu''\) is a diffusion equation, so the affected distance becomes of order

\[
\ell\sim\sqrt{\frac{E'hHt}{\mu}} .
\]

After the 360 s of the example this is 0.85 mm, or about 70 wavelengths. The fraction of the compression lost at distance \(x\) from the edge is \(\operatorname{erfc}(x/2\ell)\): nearly half at \(x=\ell\), 10% at about 2 mm and 1% at about 3 mm. The deep-liquid formula would give 3.6 mm, but it no longer applies at that time. The wavenumber \(\sqrt{F/(3D)}\) therefore applies to the interior of a film much longer than this, or to one whose ends are held. It describes the start of wrinkling: once the released strain \(\Delta\) is comparable with \(e\), the force \(F\) drops and the linear growth law fails.
